Ring parity and compact oxygen nonbonding states in a silica network model

An n-ring is a closed chain of n silicon and n oxygen atoms in alternation, with n ≥ 3. Each Si is bonded to four O, two of them on the ring, and each O bridges two Si. Two Si share at most one O. Every atom carries one orbital. The O orbital energy is zero, the Si orbital energy is Δ > 0, and bonded neighbours are coupled by t, with the same size and sign on both bonds of an oxygen. There is no other coupling. The algebra is in atomic units, the numbers in eV and Å.

Let s_i be the amplitude on Si number i and c_o that on oxygen o, taken real. A nonbonding state is an eigenstate at exactly the oxygen energy, E = 0. It is compact if only finitely many amplitudes differ from zero.

**What a silicon atom demands**

At E = 0 the eigenvalue equations are

Δ s_i + t Σ(o at i) c_o = 0 for each Si,

t (s_i + s_j) = 0 for each O bridging Si i and j.

Multiply the first by s_i and sum over all Si. The coupling term contains each oxygen twice, once from either end, so it can be regrouped by oxygen:

Δ Σ_i s_i² + t Σ_o c_o (s_i + s_j) = 0.

The second equation removes the second sum. Since Δ is not zero, every s_i vanishes. What remains is

Σ(o at i) c_o = 0 at every Si.

The state lives on oxygen alone, and the waves arriving at each silicon from its oxygens must cancel.

**Once around the ring**

Suppose that only ring oxygens have amplitude. Number them so that Si j lies between O j and O j+1. Cancellation at Si j gives

c_(j+1) = −c_j.

Each silicon reverses the sign. After n silicons we are back at the first oxygen, so

c_1 = (−1)ⁿ c_1.

For even n this holds for any c_1, and the signs + − + − close. For odd n it forces c_1 = 0. If one alternates anyway, two equal signs meet at one silicon, where the sum is 2c instead of zero.

The even state needs nothing from the surroundings. An off-ring oxygen is coupled to a ring silicon, but that silicon has zero amplitude and is already balanced, so the off-ring oxygen can stay empty.

Could an odd ring be rescued by a few nearby oxygens? Take a finite region of oxygens whose network contains exactly one ring, and impose the condition at every Si the region touches. A silicon with a single nonzero oxygen amplitude cannot satisfy it, so the occupied part of the region has no loose ends. Suppose an off-ring oxygen were occupied. Cutting it would separate the network into two parts, since otherwise it would belong to a ring. At least one part contains no ring. Walk into that part along occupied oxygens: each silicon reached must offer another occupied oxygen, and no silicon can be met twice. In a finite region the walk must stop at a loose end, which is forbidden. Only the ring can therefore be occupied, and the region hosts a compact state if and only if n is even. For an odd ring the absence of a compact state thus rests on there being no other ring in the region.

Diagonalization of rings with two generations of attached off-ring oxygens, at Δ = 9 eV and t = 1 eV, found 0, 1, 0, 1, 0, 1 states at the oxygen energy for n = 3 to 8.

**The price of a mismatch**

Now cut the ring out, leaving no off-ring oxygens. At general E the silicon equation gives

s_j = t (c_j + c_(j+1)) / (E − Δ).

Inserting this in the oxygen equation, t (s_(j−1) + s_j) = E c_j, yields

t² (2c_j + c_(j−1) + c_(j+1)) = E (E − Δ) c_j.

A wave c_j = exp(iqj) with q = 2πk/n, k an integer, solves it. The bracket becomes λ c_j, with

λ = 2 + 2 cos q, E = Δ/2 ± √(Δ²/4 + t²λ).

The level nearest the oxygen energy has the minus sign and the smallest λ. For even n, q = π is allowed and λ = 0. For odd n the closest choices are q = π ± π/n, so

λ_min = 2 − 2 cos(π/n) = 4 sin²(π/2n).

For large odd n this tends to π²/n², and E tends to −π²t²/(Δn²). A long odd ring comes close to a nonbonding state because the mismatch is shared among many silicons. The strictly alternating trial keeps it at one silicon. With normalized amplitudes ±1/√n it misses the eigenvalue equation at E = 0 by a vector of length 2t/√n, whereas the best state on oxygen alone misses by t√λ_min, about πt/n for large n.

**Three- and four-rings in numbers**

Let the oxygen orbital be the 2p orbital along the bisector of the Si-O-Si angle θ. It makes the angle θ/2 with both bonds, so both couplings have the same sign, as the model requires:

t = V cos(θ/2),

where V is the s-p coupling along a bond. I take V = 4 eV, Δ = 9 eV and a bond length of 1.62 Å.

A planar n-ring is a polygon with 2n corners and angle sum (2n − 2)·180°. With the tetrahedral angle of 109.47° at each Si and equal bridge angles,

θ = 360°(1 − 1/n) − 109.47°.

This gives 130.53° for n = 3 and 160.53° for n = 4, hence t = 1.674 eV and 0.676 eV. For the three-ring λ_min = 1, and

E = 4.5 − √(20.25 + 1.674²) = −0.301 eV,

or −0.0111 hartree. The four-ring has E = 0. Its state sits on four oxygens on a circle of diameter 3.74 Å.

The two rings differ in t as well as in parity. With the four-ring's t, the three-ring level would lie at 4.5 − √(20.25 + 0.676²) = −0.05 eV. For a ring cut out alone, parity decides whether there is an offset; the coupling, Δ and the ring size set how large it is.

**Where the mismatch can go**

An odd ring does not banish nonbonding states from the network. Surround it by an infinite four-coordinated tree without further rings, with all couplings equal. If an oxygen of amplitude c reaches a tree silicon, the three oxygens beyond must sum to −c. The smallest total weight, meaning the sum of squared amplitudes, comes from equal shares −c/3. Let Kc² be the weight of the first oxygen and everything beyond it. Then

K = 1 + 3K/9, so K = 3/2.

At ring silicon j the mismatch is r_j = c_j + c_(j+1), and the two off-ring oxygens take −r_j/2 each. They cost 2K(r_j/2)² = 3r_j²/4. The sum of r_j² is at least λ_min times the ring weight, so the largest possible fraction of the state on the ring is

1 / (1 + 3λ_min/4).

This is 0.571 for n = 3, 0.777 for n = 5, and 1 for even n. The odd ring thus has a normalizable nonbonding state, but its tail never ends.

A second odd ring can end it. Join two three-rings by one bridging oxygen. Alternation around the first leaves 2c at the joining silicon, the bridge carries −2c, and the second ring supplies 2c at the other end. The state is compact, with the bridge amplitude twice that on the rings.

Counting gives the same message for a whole network. If every Si has four bridging oxygens, there are twice as many O as Si. One condition per Si then leaves at least as many independent nonbonding states as there are Si. Five silicons, each bridged to all the others, have exactly five such states. They contain ten three-rings but also fifteen four-rings, and the alternating states of the four-rings already span all five.

**When the parity rule changes**

Let a_j and b_j be the couplings of Si j to O j and O j+1. Then c_(j+1) = −(a_j/b_j) c_j, and closure requires

a_1 a_2 … a_n = (−1)ⁿ b_1 b_2 … b_n.

Unequal bridge angles do no harm to an even ring within this model. The factor cos(θ/2) belongs to an oxygen and enters both of its bonds, hence both products. The amplitudes adjust in inverse proportion to it.

Unequal bond lengths generally do break closure. Define L = Σ ln(a_j/b_j). Let all couplings of an even ring be close to t. Adjusting the amplitudes then moves the relative mismatch from one silicon to another but keeps its sum L. The sum of squares is least when all n silicons share it equally, L/n each. For a ring cut out alone, this replaces t²λ by t²L²/n² and gives E ≈ −t²L²/(n²Δ). Attached off-ring oxygens can take up part of the mismatch and bring the level closer to zero. Let t vary as the inverse square of the bond length, and let every Si of the four-ring have one bond longer and one shorter by 0.02 Å, in the same order around the ring. Then L/n = 2 ln(1.64/1.60) = 0.049 and E ≈ −(0.676·0.049)²/9, about −1.2·10⁻⁴ eV.

The sign of the orbital matters far more. A 2p orbital along the Si-Si line couples with +V sin(θ/2) to one silicon and −V sin(θ/2) to the other. With all these orbitals pointing the same way around the ring, each silicon demands c_(j+1) = +c_j, and equal amplitudes close around a ring of any n. On its own three oxygens, the three-ring has no compact state with bisector orbitals alone, one with Si-Si orbitals alone, and three when both kinds are present. With both kinds, a compact state no longer needs a ring: two oxygens on one silicon offer four orbitals, against one condition at each of the three silicons they touch.

**Beside real silica**

Three-rings and four-rings are recognized small rings of amorphous silica. The bond length is typical, and the bridge angles lie on either side of a rough typical value of 145°. With equal bonds, tetrahedral angles at Si and four equal bridge angles, a planar four-ring has them at 160.5°, apart from folded shapes that bring atoms closer than 1 Å. It must pucker to make all four smaller. The bisector orbital still couples equally to both its silicons, so the parity rule survives the puckering.

Δ and V are round model values. Δ was set near the size of the silica gap, but a gap is not an orbital energy difference, and the offset of the three-ring cut out alone depends on this choice: halving Δ would move its level from −0.30 to −0.55 eV. The levels are therefore model results, not predictions for silica.

One assumption that real silica clearly breaks is that of one orbital per oxygen. In the three-ring, the omitted Si-Si orbital couples with 4 sin(65.3°) = 3.6 eV, more than twice the 1.67 eV of the bisector orbital, and in the ring cut out alone it moves the nearest level from −0.30 eV to zero. The third 2p orbital, perpendicular to the ring plane, is at right angles to both bonds and does not couple to silicon s orbitals at all. Nonbonding oxygen states in silica are therefore no evidence of even rings.

For the four-ring, other omissions shift or blur the level. The effects of silicon 3p orbitals and of oxygen site energies are estimated for the ring cut out alone.

Silicon 3p orbitals can receive the alternating state. At each Si, the 3p orbital tangential to the ring changes sign under the reflection that exchanges the two ring oxygens, and so do their amplitudes, so the contributions add. With the 3p level at 15 eV, a p-p coupling of 6 eV along the bond shifts the ring level by −0.18 eV, and one of −1.5 eV across it by −0.19 eV, each taken alone. Together they nearly cancel, leaving −0.0002 eV. That cancellation depends on the chosen ratio and geometry. With the same couplings and all four oxygens lifted to one side of the silicon plane, keeping the tetrahedral angle at Si, the shift is −0.33 eV at a bridge angle of 145° and −0.74 eV at 135°. This omission is therefore worth several tenths of an eV, and possibly more, since the p-p couplings are themselves model values.

Oxygen site energies of +0.2, −0.2, +0.1 and −0.1 eV around the ring leave the silicons balanced, but the alternating state is then no eigenstate. It misses by √(0.10/4) = 0.16 eV. The other ring levels near the oxygen energy lie only 0.10 eV (λ = 2, twice) and 0.20 eV (λ = 4) below it. The residual is comparable with these distances, and the state mixes strongly with those levels.

A uniform coupling w between oxygens on the same Si preserves the state. Each ring oxygen has two ring neighbours of opposite sign, which gives a shift of −2w, or −0.4 eV for w = 0.2 eV. The size and sign of w are chosen only for illustration, and a negative w would raise the level. Off-ring oxygens receive c_j + c_(j+1) = 0. Real 2p orbitals couple according to their directions, so this protection need not survive in the material.

The numerical output below lists most of the computed values; the other computed values follow from the formulas and models given above.

Numbers as computed

```
Si minus O orbital energy: 9.0 eV
s-p sigma coupling: 4.0 eV; Si-O length: 1.62 angstrom
compact states found, ring size n = 3 to 8: 0 1 0 1 0 1
3-ring: Si-O-Si angle 130.53 degrees
3-ring: bisector coupling t = 1.6737 eV
3-ring: lowest eigenvalue lam = 1.0000 (no unit)
3-ring: level nearest O energy, ring alone = -0.3012 eV
3-ring: same level = -0.01107 hartree
3-ring: alternating-trial residual = 1.9327 eV
3-ring: O circle diameter 3.055 angstrom
3-ring: compact states, bisector 2p only: 0
3-ring: compact states, 2p along Si-Si only: 1
3-ring: compact states, both 2p orbitals: 3
4-ring: Si-O-Si angle 160.53 degrees
4-ring: bisector coupling t = 0.6764 eV
4-ring: lowest eigenvalue lam = 0.0000 (no unit)
4-ring: level nearest O energy, ring alone = 0.0000 eV
4-ring: same level = 0.00000 hartree
4-ring: alternating-trial residual = 0.0000 eV
4-ring: O circle diameter 3.741 angstrom
4-ring: compact states, bisector 2p only: 1
4-ring: compact states, 2p along Si-Si only: 1
4-ring: compact states, both 2p orbitals: 4
3-ring in tree: ring weight 0.5745 (depth 4), 0.5714 (infinite)
4-ring in tree: ring weight 1.0000 (depth 4), 1.0000 (infinite)
5-ring in tree: ring weight 0.7795 (depth 4), 0.7773 (infinite)
two joined 3-rings: bridge/ring amplitude = 2.000
closed network, 5 Si and 10 O: nonbonding states = 5
4-ring: worst shift, bond lengths +/-0.02 angstrom: -1.24e-04 eV
4-ring: chosen O site-energy offsets: 0.2 -0.2 0.1 -0.1 eV
4-ring: residual from these offsets = 0.1581 eV
4-ring: shift from uniform O-O coupling 0.2 eV = -0.400 eV
Si 3p energy 15.0 eV; p-p sigma 6.0 eV, pi -1.5 eV
4-ring: Si 3p sigma only: coupling 1.6569 eV, shift -0.18083 eV
4-ring: Si 3p pi only: coupling 1.7071 eV, shift -0.19183 eV
4-ring: Si 3p both: coupling 0.0503 eV, shift -0.00017 eV
thermal energy at 300 K = 0.0259 eV
```
